# Why attractive impurities drive gap levels toward the host dangling-bond limit, part 1

(Sections cited here and not found follow in the second part.)

## The gap level and its limit

Anyone calculating the gap level of a substitutional impurity must decide where the effort should go. If the level follows the orbital energies of the impurity atom, those energies have to be accurate. If it is governed by the host around the impurity site, the effort belongs to the host bands and to the level of the empty site, and a rough impurity energy is enough. A model with one localized orbital and one parameter shows when each choice is right, and gives the error that an uncertain impurity energy causes in the level.

Let one electron move in a perfect host with Hamiltonian $H_0$, described in an orthonormal basis of localized orbitals. The host has a gap between the valence edge $E_v$ and the conduction edge $E_c$. At one site the atom is replaced, and the replacement changes the energy of one orbital $|0\rangle$ from its host value $\varepsilon$ to $\varepsilon+V$. All hopping elements and all other orbital energies keep their host values. The Hamiltonian is

$$H=H_0+V|0\rangle\langle 0| ,$$

and an attractive impurity has $V<0$. This is a mean-field description with a fixed lattice and a potential confined to the central site. What happens when these restrictions are relaxed is taken up further on.

A level in the gap satisfies $H|\psi\rangle=E|\psi\rangle$, or, with the host terms collected on the left,

$$(E-H_0)|\psi\rangle=V|0\rangle c,\qquad c=\langle 0|\psi\rangle .$$

Since $E$ lies in the gap, it is not in the spectrum of $H_0$, and $E-H_0$ can be inverted. If $c$ were zero, the inversion would give $|\psi\rangle=0$, so a gap state must have some amplitude on the impurity orbital. Inverting gives

$$|\psi\rangle=cV\,(E-H_0)^{-1}|0\rangle .$$

Multiplying from the left by $\langle 0|$ and dividing by $cV$ gives the level condition

$$G(E)=\frac1V,\qquad G(E)=\langle 0|(E-H_0)^{-1}|0\rangle .$$

Conversely, if a gap energy satisfies this condition, the vector $(E-H_0)^{-1}|0\rangle$ is normalizable and solves the original equation. The host enters through the function $G$ alone, and the impurity enters through the number $V$ alone.

The shape of $G$ in the gap decides everything that follows. Let $\rho(\epsilon)$ be the host density of states projected on $|0\rangle$. It is nowhere negative, and it integrates to one because $|0\rangle$ is normalized. Expanding in host eigenstates gives

$$G(E)=\int\frac{\rho(\epsilon)}{E-\epsilon}\,d\epsilon,\qquad
G'(E)=-\int\frac{\rho(\epsilon)}{(E-\epsilon)^2}\,d\epsilon<0 .$$

Valence states lie below $E$ and contribute positively to $G$. Conduction states lie above and contribute negatively. Moving $E$ upward weakens the valence part and strengthens the conduction part, so $G$ falls strictly across the gap. A strictly falling function takes each value at most once, and therefore one orbital gives at most one gap level for a given $V$.

Now let the attraction grow from zero. The right-hand side $1/V$ begins at $-\infty$ and rises toward zero from below. Since $G$ is a falling function, a rising value of $G$ means a falling energy, and the level moves down. When the conduction-edge value $G(E_c^-)$ is finite and negative, the level enters the gap at the threshold

$$V_{\rm th}=\frac{1}{G(E_c^-)} ,$$

and a weaker attraction gives no gap level. In three dimensions the density of states at an ordinary parabolic edge vanishes as the square root of the distance from the edge. The integral for $G(E_c^-)$ then converges, and if its value is negative, a level appears only beyond a finite attraction. This threshold belongs to a potential confined to the site. The long-range Coulomb tail of a charged donor, which the model leaves out, binds shallow levels below the edge at any strength. In one dimension the density of states can diverge at the edge as the inverse square root. Then $G(E_c^-)=-\infty$, and an arbitrarily weak attraction binds a level.

What happens at strong attraction depends on whether $G$ has a zero in the gap. Suppose it has one, at $E_0$. Because $G$ is continuous and strictly falling, the solution of $G(E)=1/V$ tends to $E_0$ as $1/V$ tends to zero. For every finite negative $V$ the value $1/V$ is below $G(E_0)=0$, so the level stays above $E_0$. The impurity potential has no lower bound in this limit, and yet the level has one.

If $G$ has no zero inside the gap, the pinning fails. If $G$ is negative throughout the gap and still negative at $E_v$, the level falls to the valence edge at the finite strength $V=1/G(E_v^+)$ and leaves the gap there. In the borderline case where $G$ is negative in the gap and reaches zero exactly at $E_v$, the level approaches the valence edge only as $V\to-\infty$. If $G$ is positive throughout the gap, the equation has no solution for negative $V$, and no attraction on this orbital produces a gap level. The statement that attractive impurities are pinned in the gap thus carries a condition on the host, namely that $G$ vanishes at an energy inside the gap.

To find out what $E_0$ means, remove the orbital $|0\rangle$ from the host. Let $P=1-|0\rangle\langle0|$ project on all the other orbitals, let $K=PH_0P$ be the Hamiltonian of the host without the orbital, and let $|h\rangle=PH_0|0\rangle$ collect the hopping elements from $|0\rangle$ to its surroundings. At the zero of $G$ define $|\phi\rangle=(E_0-H_0)^{-1}|0\rangle$. Its amplitude on the impurity orbital is $\langle0|\phi\rangle=G(E_0)=0$, so $|\phi\rangle=P|\phi\rangle$. By its definition it obeys

$$(E_0-H_0)|\phi\rangle=|0\rangle .$$

Applying $P$ removes the right-hand side and leaves

$$(E_0-K)|\phi\rangle=0 .$$

The zero of $G$ is therefore an eigenvalue of the host from which the orbital has been taken away.

The converse also holds. Let $|\chi\rangle$ be a normalized gap state of $K$ with energy $E_0$. It has no amplitude on $|0\rangle$, and $H_0$ acts on it as $H_0|\chi\rangle=E_0|\chi\rangle+|0\rangle\langle h|\chi\rangle$, so

$$(E_0-H_0)|\chi\rangle=-|0\rangle\langle h|\chi\rangle .$$

The factor $\langle h|\chi\rangle$ cannot vanish, since $|\chi\rangle$ would then be an eigenstate of the perfect host inside its gap. Inverting $E_0-H_0$ and taking the component on $|0\rangle$ gives $0=-G(E_0)\langle h|\chi\rangle$, and hence $G(E_0)=0$. The limiting energy is thus the gap level of the vacated orbital. Physically, the neighbours have lost the partner with which they formed bonds, and their unpaired orbitals, the dangling bonds, supply the state. When several neighbours surround the site, $E_0$ belongs to a combination of their dangling bonds and need not equal the energy of a single isolated one.

The rate of approach follows from the same partition. Write the gap state as $|\psi\rangle=c|0\rangle+|\varphi\rangle$ with $|\varphi\rangle=P|\psi\rangle$. The two parts of the eigenvalue equation are

$$(E-\varepsilon-V)c=\langle h|\varphi\rangle,\qquad (E-K)|\varphi\rangle=c|h\rangle .$$

Solving the second for $|\varphi\rangle$, inserting it into the first and dividing by $c$ gives

$$E-\varepsilon-V=\Sigma(E),\qquad \Sigma(E)=\langle h|(E-K)^{-1}|h\rangle .$$

For $V=0$ the same elimination, applied to the inverse of $E-H_0$, gives $G(E)=1/[E-\varepsilon-\Sigma(E)]$. Near the vacancy level the self-energy $\Sigma$ is dominated by the pole

$$\Sigma(E)\approx\frac{Z_0}{E-E_0},\qquad Z_0=|\langle h|\chi\rangle|^2 .$$

Close to the pole the finite terms in the denominator of $G$ can be dropped, so $G\approx-(E-E_0)/Z_0$, and therefore $G'(E_0)=-1/Z_0$. Expanding the level condition about the zero gives

$$\frac1V=G'(E_0)(E-E_0)+\tfrac12G''(E_0)(E-E_0)^2+\dots$$

At leading order the quadratic term is absent and $E-E_0=1/[VG'(E_0)]$. Putting this value into the quadratic term and solving again for the linear one gives

$$E-E_0=\frac{1}{VG'(E_0)}-\frac{G''(E_0)}{2[G'(E_0)]^3V^2}+O(V^{-3}) .$$

With $G'(E_0)=-1/Z_0$, the leading term for an attractive potential is $Z_0/|V|$. This has the form of a second-order level repulsion. The vacancy state couples with squared strength $Z_0$ to an impurity orbital that lies lower by about $|V|$, and is pushed up by the squared coupling divided by the separation. A deeper impurity orbital pushes less, which is why stronger attraction brings the level down toward $E_0$ and no further. For a strongly repulsive impurity, with $V>0$, the leading term is $-Z_0/V$, and the level approaches $E_0$ from below.

A host reduced to two orbitals shows the mechanism without any integral. Let $|0\rangle$ with energy $\varepsilon$ be coupled by a matrix element $\tau$ to a single partner orbital of energy $E_0$. With the impurity in place, the energies satisfy

$$(E-\varepsilon-V)(E-E_0)=\tau^2 .$$

The right-hand side is positive, so the two factors have equal signs. In the upper solution both are positive, and $E>E_0$. As $V\to-\infty$ the first factor grows as $|V|$, so the second must shrink as $\tau^2/|V|$. The upper level comes to rest on the partner and the lower one follows the impurity. In a crystal, the role of the partner is played by the vacancy state.

The impurity content of the gap state follows from normalization. From $|\psi\rangle=cV(E-H_0)^{-1}|0\rangle$,

$$1=\langle\psi|\psi\rangle=|c|^2V^2\langle0|(E-H_0)^{-2}|0\rangle=-|c|^2V^2G'(E) ,$$

where the last step uses the spectral form of $G'$. The weight on the impurity orbital is therefore

$$w=|c|^2=\frac{1}{V^2[-G'(E)]} .$$

Differentiating $G(E(V))=1/V$ with respect to $V$ gives $G'(E)\,dE/dV=-1/V^2$, and so

$$\frac{dE}{dV}=w .$$

An error $\delta V$ in the impurity orbital energy therefore moves the level by $w\,\delta V$ to first order. Near the limit $w\approx Z_0/V^2$, while the distance from the limit is $Z_0/|V|$. The sensitivity falls off faster than the distance. A level can thus be insensitive to the impurity while it is still well above the vacancy level, and insensitivity alone does not show that the limit has been reached.

At strong attraction, most of the missing impurity weight is found in a state far below the host bands. For an energy much lower than the spectrum of $K$, the self-energy is

$$\Sigma(E)=\frac{M_2}{E}+O(E^{-2}),\qquad M_2=\langle h|h\rangle .$$

Inserting this in $E=\varepsilon+V+\Sigma(E)$, and replacing $E$ by $V$ in the small term, gives the hyperdeep level

$$E_h=\varepsilon+V+\frac{M_2}{V}+O(V^{-2}) .$$

This level does follow the impurity potential, with a slope close to one. The bonding character of the two states can be read from the hopping energy between the impurity orbital and the rest of the crystal. By the first of the two partitioned equations this energy is

$$2\,{\rm Re}\,\bigl(c^*\langle h|\varphi\rangle\bigr)=2|c|^2(E-\varepsilon-V) .$$

For the gap level at strong attraction the bracket is positive, and the state is antibonding. For the hyperdeep level the bracket equals $\Sigma(E_h)$, which is negative because $E_h$ lies below the whole spectrum of $K$, and the state is bonding. The level seen in the gap is thus the antibonding partner of a bonding state that holds most of the impurity orbital. As the attraction grows, the antibonding partner becomes a state of the host's own dangling bonds.

For a potential confined to one orbital, a strongly attractive impurity has its gap level pinned just above the level of the vacated orbital, provided $G$ vanishes inside the gap, and an error in the impurity energy reaches the level reduced by the factor $w$. It remains to test these results on a solvable chain and a tetrahedral host, and to see what happens when the restrictions of the model are relaxed.
